\section*{Why Antiparallel Junctions Totally Reflect Majority Electrons with Large Transverse Wavevector}

\section{What goes wrong if only the barrier is blamed}

Suppose that the insulator were the only obstacle in a magnetic tunnel junction. Thinning it would then open every channel, and the resistances for parallel and antiparallel moments would approach each other. In the free-electron model below the opposite happens. With no barrier left at all, the parallel conductance is still 5.7 times the antiparallel one, and 84\% of the majority channels remain closed in the antiparallel state. Their electrons are turned back because the far electrode has no state in which they could travel away.

\section{The model and its conserved quantities}

Two identical, semi-infinite ferromagnets fill $z<0$ (emitter) and $z>d$ (collector), with a barrier between them. Their moments are antiparallel. The Fermi level lies $E_{\rm maj}$ above the bottom of the majority band and $E_{\rm min}<E_{\rm maj}$ above that of the minority band. Both bands are parabolic with mass $m$, so the Fermi wavevectors are
\begin{equation}
k_{\rm maj}^2=\frac{2mE_{\rm maj}}{\hbar^2},\qquad
k_{\rm min}^2=\frac{2mE_{\rm min}}{\hbar^2}.
\end{equation}

Three quantities are conserved. The potential is static, so the energy is fixed. The interfaces are flat and clean, so the wavevector $\mathbf k_\parallel$ along them is fixed. The moments are collinear and spin-orbit coupling is absent, so the spin is fixed. An electron whose spin is majority in the emitter is therefore a minority electron in the collector. Bias and temperature are taken to be vanishingly small, which puts the electron at the Fermi level.

Subtracting the energy of motion along the interface leaves the normal wavevectors
\begin{equation}
k_1^2=k_{\rm maj}^2-k_\parallel^2,\qquad
k_3^2=k_{\rm min}^2-k_\parallel^2
\label{normal}
\end{equation}
in the emitter and the collector. An electron with $k_{\rm min}<k_\parallel<k_{\rm maj}$ travels in the emitter, but $k_3^2$ is negative. Its total energy lies above the bottom of the collector band. What it lacks is energy in the normal motion. Both electrodes have the same mass, so the conserved $\mathbf k_\parallel$ carries the same transverse energy in each, and none of it becomes available for normal motion in the collector. Total internal reflection of light rests on the same condition: the conserved transverse wavevector is too long for the second medium.

\section{Why the reflection is total}

Let $m(z)$ be the local mass and $V(z)$ any real potential profile. The normal part $\psi(z)$ of the wavefunction obeys
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dz}\!\left(\frac{\psi'}{m(z)}\right)+U(z)\psi=E\psi,
\qquad U(z)=V(z)+\frac{\hbar^2k_\parallel^2}{2m(z)},
\label{se}
\end{equation}
with $\psi$ and $\psi'/m(z)$ continuous. The current is $J=\hbar\,{\rm Im}(\psi^*\psi'/m)$, and its derivative is
\begin{equation}
\frac{dJ}{dz}=\hbar\,{\rm Im}\!\left[\frac{|\psi'|^2}{m}
+\psi^*\frac{d}{dz}\!\left(\frac{\psi'}{m}\right)\right]
=\hbar\,{\rm Im}\!\left[\frac{|\psi'|^2}{m}+\frac{2(U-E)}{\hbar^2}|\psi|^2\right]=0 .
\label{cons}
\end{equation}
The second form uses Eq.~\eqref{se}, and every term in it is real. The current is therefore the same at every $z$, and it can be evaluated wherever that is easiest.

In the collector write $k_3=iq$ with $q=\sqrt{k_\parallel^2-k_{\rm min}^2}$. The two solutions are $e^{\pm qz}$. The growing one is unbounded in a semi-infinite electrode, which leaves $\psi=Ae^{-q(z-d)}$. Then $\psi^*\psi'=-q|\psi|^2$ is real, and $J=0$.

In the emitter $\psi=e^{ik_1z}+re^{-ik_1z}$, so
\begin{equation}
\psi^*\psi'=ik_1\left[1-|r|^2+r^*e^{2ik_1z}-re^{-2ik_1z}\right].
\end{equation}
The last two terms are a number minus its complex conjugate, hence imaginary. Multiplied by $i$ they become real and drop out of the imaginary part. What remains is $J=(\hbar k_1/m)(1-|r|^2)$. Equating the two currents gives
\begin{equation}
|r|^2=1\qquad\text{for } k_{\rm min}<k_\parallel<k_{\rm maj}.
\label{main}
\end{equation}
Neither the thickness nor the shape of the barrier has entered.

\section{What the thickness does change}

A rectangular barrier of height $\phi$ above the Fermi level and mass $m_b$ shows where the thickness goes. Inside it the wave decays with
\begin{equation}
\kappa^2=\frac{2m_b\phi}{\hbar^2}+k_\parallel^2,\qquad w=\frac{m}{m_b}\kappa .
\end{equation}
The solution that joins the collector wave is
\begin{equation}
\psi=A\left[\cosh\kappa(d-z)+\frac{q}{w}\sinh\kappa(d-z)\right].
\end{equation}
At $z=d$ it equals $A$, and $(m/m_b)\psi'=-(m/m_b)\kappa(q/w)A=-qA$, as continuity demands. At $z=0$, with $\tau=\tanh\kappa d$, define
\begin{equation}
\lambda=-\frac{m}{m_b}\frac{\psi'(0)}{\psi(0)}
=w\,\frac{\sinh\kappa d+(q/w)\cosh\kappa d}{\cosh\kappa d+(q/w)\sinh\kappa d}
=w\,\frac{q+w\tau}{w+q\tau}.
\end{equation}
On the emitter side $\psi(0)=1+r$ and $\psi'(0)=ik_1(1-r)$. Hence $ik_1(1-r)=-\lambda(1+r)$, or
\begin{equation}
r=\frac{ik_1+\lambda}{ik_1-\lambda}.
\end{equation}
Since $\lambda$ is real, numerator and denominator have equal modulus. Thickness alters only the phase of $r$: $\lambda$ runs from $q$ at $d=0$ to $w$ for a thick barrier.

The electron does enter the collector. From $1+r=2ik_1/(ik_1-\lambda)$ and $\psi(0)=A[\cosh\kappa d+(q/w)\sinh\kappa d]$,
\begin{equation}
|A|^2=\frac{4k_1^2}{(k_1^2+\lambda^2)\left[\cosh\kappa d+(q/w)\sinh\kappa d\right]^2}.
\label{density}
\end{equation}
This is the density at the collector face for unit incident density. A thin barrier lets more of the wave in, but that wave carries no current and all of it returns.

\section{The open channels and the approach to the cutoff}

For $k_\parallel<k_{\rm min}$ the collector wave is $Ae^{ik_3(z-d)}$, which amounts to replacing $q$ by $-ik_3$. At $z=0$,
\begin{align}
\psi&=A\left[\cosh\kappa d-\frac{ik_3}{w}\sinh\kappa d\right],\\
\frac{m}{m_b}\psi'&=A\left[ik_3\cosh\kappa d-w\sinh\kappa d\right].
\end{align}
These equal $1+r$ and $ik_1(1-r)$. Dividing the second by $ik_1$ and adding it to the first eliminates $r$:
\begin{equation}
\frac2A=\left(1+\frac{k_3}{k_1}\right)\cosh\kappa d
+i\left(\frac{w}{k_1}-\frac{k_3}{w}\right)\sinh\kappa d .
\end{equation}
The transmission probability is the ratio of currents, $T=(k_3/k_1)|A|^2$. Multiplying numerator and denominator by $k_1^2w^2$ gives
\begin{equation}
T=\frac{4k_1k_3w^2}{w^2(k_1+k_3)^2\cosh^2\kappa d+(w^2-k_1k_3)^2\sinh^2\kappa d}.
\label{T}
\end{equation}
Near the cutoff $k_3\simeq\sqrt{2k_{\rm min}(k_{\rm min}-k_\parallel)}$, and $T$ is proportional to $k_3$. Transmission thus closes continuously, as a square root.

Equation~\eqref{T} is symmetric in $k_1$ and $k_3$. The other spin, which goes from minority to majority states, therefore has the same transmission at each $k_\parallel<k_{\rm min}$. It has no incident states beyond $k_{\rm min}$, so the two spins contribute equally to the antiparallel conductance.

\section{A barred electron in numbers}

Take $E_{\rm maj}=4.5$ eV, $E_{\rm min}=0.7$ eV, $\phi=2$ eV and $m_b=0.4m$, with $m$ the free-electron mass. With $\hbar^2/2m=0.0381$ eV\,nm$^2$,
\begin{equation}
k_{\rm maj}=\sqrt{\frac{4.5}{0.0381}}=10.87\ {\rm nm^{-1}},\qquad
k_{\rm min}=\sqrt{\frac{0.7}{0.0381}}=4.29\ {\rm nm^{-1}}.
\end{equation}
Channels are spread uniformly over the area of the $\mathbf k_\parallel$ disc, so the barred fraction of majority channels is $1-k_{\rm min}^2/k_{\rm maj}^2=1-0.7/4.5=0.844$.

An electron with $k_\parallel=6$ nm$^{-1}$ has $0.0381\times36=1.37$ eV in its transverse motion. That leaves $4.5-1.37=3.13$ eV for normal motion in the emitter, but $0.7-1.37=-0.67$ eV in the collector. Its decay constant there is $q=\sqrt{36-18.4}=4.20$ nm$^{-1}$, so its density falls by a factor $e$ in $1/2q=0.12$ nm. Equation~\eqref{density} gives a face density of 3.3 without a barrier, 0.525 for 0.1 nm and $5.6\times10^{-7}$ for 1 nm. The reflection probability is 1 in all three cases.

The boundary condition in the collector can be left out of the argument by following a wave packet in time. Packets with this $k_\parallel$ and a spatial width of 3 nm were sent at the antiparallel junction with no barrier, with a 0.1 nm barrier, and with an uneven 0.1 nm barrier (3 eV high in its first half, 1 eV in its second). In each case less than $10^{-6}$ of the packet was found beyond the barrier at the end. A strict zero is not expected: the Gaussian packet starts five widths in front of the junction, so about $3\times10^{-7}$ of it lies beyond the interface from the outset.

With the same $k_\parallel$ and the same 0.1 nm barrier, but parallel moments, 0.47 of the packet passed. Only the collector band was changed in this comparison, which identifies the missing outgoing state as the cause.

\section{A collector of finite thickness}

The argument needs the growing exponential to be absent. Let the minority region be only $L$ thick, followed by a metal with a propagating state of normal wavevector $k_c$ and mass $m$. With $x=z-d$, the wave in the layer is $ae^{-qx}+be^{qx}$. Matching it to an outgoing wave requires $\psi'=ik_c\psi$ at $x=L$:
\begin{equation}
-qae^{-qL}+qbe^{qL}=ik_c\left(ae^{-qL}+be^{qL}\right)
\;\Rightarrow\;
b=a\,e^{-2qL}\,\frac{q+ik_c}{q-ik_c}.
\end{equation}
The current involves the cross terms of $\psi^*\psi'$, so that ${\rm Im}(\psi^*\psi')=2q\,{\rm Im}(a^*b)$. The fraction above equals $(q+ik_c)^2/(q^2+k_c^2)$, whose imaginary part is $2qk_c/(q^2+k_c^2)$. Hence
\begin{equation}
J=\frac{\hbar}{m}\,\frac{4q^2k_c}{q^2+k_c^2}\,|a|^2e^{-2qL}.
\end{equation}
For $qL\gg1$ the amplitude $a$ is nearly independent of $L$, and the leakage falls as $e^{-2qL}$. A lattice calculation for $k_\parallel=6$ nm$^{-1}$, comparing $L=1.0$ and 1.5 nm, gave a decay rate of 8.397 nm$^{-1}$, equal to $2q$ at that precision. The reflection is then no longer strict. The collector thickness controls the leakage through $e^{-2qL}$, and the barrier thickness controls it through $|a|^2$.

\section{When the barred channels matter}

The zero-bias conductance per area is $(e^2/h)\int T\,d^2k_\parallel/(2\pi)^2$, summed over spin. Let $G_P$ and $G_{AP}$ be its parallel and antiparallel values, and define the magnetoresistance as $G_P/G_{AP}-1$. At $d=0$ each parallel channel has $T=1$, so
\begin{equation}
\frac{G_P}{G_{AP}}=\frac{k_{\rm maj}^2+k_{\rm min}^2}{2k_{\rm min}^2\langle T\rangle}
=\frac{5.2}{1.4\,\langle T\rangle},
\end{equation}
where $\langle T\rangle$ is the mean antiparallel transmission of the open channels. The computed ratio is 5.74, hence $\langle T\rangle=0.65$. Counting channels gives a factor 3.7, and the velocity mismatch in the open channels supplies the rest.

For a thick barrier, $\cosh^2\kappa d\simeq\sinh^2\kappa d\simeq e^{2\kappa d}/4$ makes $T$ proportional to $e^{-2\kappa d}$. Since $\kappa$ grows with $k_\parallel$, large transverse wavevectors are suppressed in the parallel state too, and closing them costs less:

\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & barred share (\%) & magnetoresistance (\%)\\
0 & 84 & 474\\
0.25 & 39 & 95\\
0.50 & 18 & 49\\
1.00 & 3.5 & 23
\end{tabular}
\end{center}

The barred share is the part of the parallel majority current carried by channels that close in the antiparallel state. At 1 nm, removing it would lower $G_P/G_{AP}=1.232$ by at most $0.035\times1.232=0.043$. For these parameters most of the 23\% therefore comes from unequal transmission in channels that stay open. Total reflection is equally strict at every thickness, while its weight in the magnetoresistance falls as the barrier thickens. How fast it falls depends on the barrier. At 1 nm the barred channels supply 14\% of $G_P-G_{AP}$ for $m_b=0.4m$, but 63\% for $m_b=m$ at the same height, where the magnetoresistance is 14\%; at 2 nm that share is still 25\%. The decline also relies on both spins having outgoing states at $\mathbf k_\parallel=0$. In crystalline Fe/MgO/Fe junctions symmetry leaves the most slowly decaying barrier state without a matching minority state at $\mathbf k_\parallel=0$, and there a missing outgoing state matters for thick barriers as well.

\section{Real junctions and the limits of the result}

The parameters are meant as a rough free-electron stand-in for iron electrodes with an alumina barrier about 1 nm thick. The entries below 0.5 nm are limits of the model, since a continuous oxide film of that thickness is not a realistic device. The model gives an antiparallel resistance--area product of about 150 $\Omega\,\mu$m$^2$ at 1 nm. Lowering the barrier by 0.5 eV reduces it to about 40 $\Omega\,\mu$m$^2$, and raising the barrier mass from $0.4m$ to $0.7m$ increases it to about 1900 $\Omega\,\mu$m$^2$, so this figure is not fixed even to an order of magnitude unless the barrier mass is known. An amorphous oxide does not strictly conserve $\mathbf k_\parallel$, and real iron does not have a single spherical band per spin. Several bands cross its Fermi level, and a majority electron can escape total reflection wherever one of the minority bands offers a state at its $\mathbf k_\parallel$ to which it couples. The barred fraction of 84\% should not be carried over to iron. Even within one band, raising the minority in-plane mass to $1.3m$ moves the cutoff from 4.29 to 4.89 nm$^{-1}$.

The other conditions can be sized within the model. The leaks below are relative to the antiparallel current of one spin at $d=1$ nm. They count only current in the barred channels; the same effects also change the current in the open channels, in some cases by much more.

\begin{itemize}
\item \emph{Bias and temperature.} An electron arriving with extra energy $\varepsilon$ above the collector Fermi level meets the cutoff $\sqrt{2m(E_{\rm min}+\varepsilon)}/\hbar$. At 0.1 V, an electron from the emitter Fermi level sees 4.58 nm$^{-1}$, and the newly opened channels carry 0.3\% of the transmission at that energy. The field is 1 MV/cm, against a rough breakdown field of 10 MV/cm. A thermal energy of 0.026 eV at 300 K moves the cutoff to 4.365 nm$^{-1}$.

\item \emph{Scattering in the collector.} Loss from the coherent wave can be described by a potential $-i\Gamma/2$, which changes Eq.~\eqref{cons} to $dJ/dz=-(\Gamma/\hbar)|\psi|^2$. The evanescent tail then feeds a real current. For $\Gamma=0.1$ eV, a lifetime of 6.6 fs, the leak is 0.3\%, while the current in the open channels falls by 2.4\%.

\item \emph{Imperfect alignment.} If the moments are $10^\circ$ away from antiparallel, the incident spin has a small component along the collector's majority direction. The leak is 0.05\%.

\item \emph{Finite collector.} A 2 nm minority layer backed by a metal with a 4.5 eV deep band leaks 0.003\%. Interference within the layer changes the current of the open channels far more, by about $-29\%$ at 2.0 nm and $+44\%$ at 2.2 nm.

\item \emph{Rough interfaces.} Suppose that 5\% of the incident electrons are redistributed evenly over all emitter channels before they tunnel. Electrons that arrived in barred channels then carry $0.05\times0.844=4.2\%$ of the current. In this estimate the total is unchanged, because electrons scattered out of open channels lose as much. Scattering at the collector face is not covered by it.
\end{itemize}

Of these leaks the one from roughness is the largest, for the strengths assumed. Each of them supplies what the ideal junction withholds: a different transverse wavevector, spin or energy, or a nearby region with open states. Thinning the barrier supplies none of these. The values for the main parameter set are in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Majority Fermi energy: 4.5 eV
Minority Fermi energy: 0.7 eV
Exchange splitting: 3.8 eV
Barrier height: 2.0 eV; mass ratio: 0.4
Example barrier thickness: 1.0 nm
hbar^2/(2m): 0.03810 eV nm^2
Majority Fermi wavevector: 10.868 nm^-1
Minority Fermi wavevector (cutoff): 4.286 nm^-1
Barred fraction of majority channels: 0.8444
Same, counted plane waves: 0.8444
Sample barred kpar: 6.0 nm^-1
Its in-plane energy: 1.372 eV
Its incident normal k1: 9.062 nm^-1
Its normal energy, emitter: 3.128 eV
Its normal energy, collector: -0.672 eV
Collector decay constant q: 4.198 nm^-1
Density decay length 1/(2q): 0.1191 nm
Collector face density, d=0.0 nm: 3.293e+00 (incident = 1)
Collector face density, d=0.1 nm: 5.250e-01 (incident = 1)
Collector face density, d=1.0 nm: 5.555e-07 (incident = 1)
Packet passed, barred, no barrier: 4.4e-07
Packet passed, barred, 0.1 nm: 3.4e-07
Packet passed, barred, uneven 0.1 nm: 3.4e-07
Packet passed, same kpar, parallel: 0.471
  closed form: 0.470
Packet passed, open kpar=2 nm^-1, AP: 0.552
  closed form: 0.554
Finite-layer leakage rate: 8.397 nm^-1; 2q: 8.397 nm^-1
d=0.00 nm: barred share of P majority current 84.44 %, TMR 473.6 %
d=0.25 nm: barred share of P majority current 39.32 %, TMR 95.3 %
d=0.50 nm: barred share of P majority current 17.65 %, TMR 48.8 %
d=1.00 nm: barred share of P majority current 3.47 %, TMR 23.2 %
RA parallel, 1 nm: 123.0 ohm um^2
RA antiparallel, 1 nm: 151.5 ohm um^2
Neglected effects (leaks relative to one-spin AP current, 1 nm):
Cutoff at 0.1 V bias: 4.582 nm^-1
Current share of channels opened by bias: 0.32 %
Thermal energy at 300 K: 0.0259 eV
Cutoff for electron kT above Fermi level: 4.365 nm^-1
Leak, collector width 0.1 eV: 0.269 %
Lifetime for that width: 6.58 fs
Leak, 10 deg from antiparallel: 0.0500 %
Leak, 2 nm collector with open cap: 0.003 %
Leak estimate, 5 % diffuse: 4.2 %
Cutoff if in-plane mass is 1.3 m: 4.887 nm^-1
RA antiparallel, barrier 0.5 eV lower: 44.0 ohm um^2
Field at 0.1 V: 1.0 MV/cm (rough breakdown 10 MV/cm)
\end{verbatim}
